\section*{Parity and threshold powers in spin-zero decays to fermion pairs}

\section{Two resonances near the pair threshold}

A neutral spin-zero particle of mass $M$ lies a little above $2m$, the energy needed to make a fermion of mass $m$ and its antifermion. Let a second particle have the same mass and the same coupling strength, but opposite intrinsic parity. The energy released and the phase space are equal, yet near threshold one particle decays far more slowly than the other.

The natural variable is the speed of either fermion in the rest frame of the parent. Each fermion has energy $E=M/2$ and momentum of size $|\mathbf p|=\sqrt{E^2-m^2}$, so in units with $\hbar=c=1$
\begin{equation}
\beta=\frac{|\mathbf p|}{E}=\sqrt{1-\frac{4m^2}{M^2}},\qquad |\mathbf p|=\frac{M\beta}{2}.
\label{beta}
\end{equation}
Take the couplings without derivatives and with real constant $g$,
\begin{equation}
\mathcal L_S=-g\,\phi\,\bar\psi\psi,\qquad
\mathcal L_P=-g\,\phi\,\bar\psi\, i\gamma_5\psi .
\end{equation}
The factor $i$ makes the second one Hermitian. At tree level the widths are
\begin{equation}
\Gamma_S=\frac{g^2M}{8\pi}\,\beta^3,\qquad
\Gamma_P=\frac{g^2M}{8\pi}\,\beta .
\label{widths}
\end{equation}
Here $M$ and $g$ are held fixed and $\beta$ changes through $m$. Rotation invariance and parity together explain the powers at threshold. That the same powers persist up to $\beta=1$ is a further property of these two couplings.

\section{Which pair states are open}

\subsection{Angular momentum leaves two channels}

In its rest frame the parent has total angular momentum $J=0$, and so must the pair. Orbital angular momentum $L$ and total spin $S$ combine to values of $J$ from $|L-S|$ to $L+S$. Zero is in this range if and only if $L=S$. Two spins one half give $S=0$ or $S=1$, so the candidates are $L=S=0$ and $L=S=1$. In the notation $^{2S+1}L_J$ these are $^1S_0$ and $^3P_0$.

\subsection{Parity selects one of them}

Under parity the field transforms as $\psi(t,\mathbf x)\to\eta_0\gamma^0\psi(t,-\mathbf x)$ with $|\eta_0|=1$. The plane-wave spinors obey
\begin{equation}
\gamma^0u(\mathbf p)=u(-\mathbf p),\qquad
\gamma^0v(\mathbf p)=-v(-\mathbf p),
\label{gamma0}
\end{equation}
as the explicit spinors below show. In $\psi$, $u$ multiplies the operator $b$ that removes a fermion, and $v$ multiplies the operator $d^\dagger$ that creates an antifermion. Comparing coefficients gives $b_{\mathbf p}\to\eta_0b_{-\mathbf p}$ and $d^\dagger_{\mathbf p}\to-\eta_0d^\dagger_{-\mathbf p}$. Hence
\begin{equation}
b^\dagger_{\mathbf p}d^\dagger_{-\mathbf p}\to
-|\eta_0|^2\,b^\dagger_{-\mathbf p}d^\dagger_{\mathbf p}
=-\,b^\dagger_{-\mathbf p}d^\dagger_{\mathbf p}.
\end{equation}
The minus sign is the intrinsic parity of the pair. Reversing $\mathbf p$ in a wave of orbital angular momentum $L$ gives another factor $(-1)^L$, so
\begin{equation}
P_{\rm pair}=(-1)^{L+1}.
\end{equation}
The state $^1S_0$ is odd and $^3P_0$ is even.

The parity of $\phi$ is the one that leaves its coupling invariant. The density $\bar\psi\psi=\psi^\dagger\gamma^0\psi$ becomes $\psi^\dagger\gamma^0\gamma^0\gamma^0\psi=\bar\psi\psi$, which is even. The density $\bar\psi\gamma_5\psi$ becomes $\psi^\dagger\gamma^0\gamma^0\gamma_5\gamma^0\psi=\psi^\dagger\gamma_5\gamma^0\psi=-\bar\psi\gamma_5\psi$, which is odd. The scalar therefore decays to $^3P_0$ and the pseudoscalar to $^1S_0$.

\subsection{From the wave to the power}

For a short-range interaction the amplitude is a smooth function of the vector $\mathbf p$ near $\mathbf p=0$ and can be expanded in its components. A term of degree $n$ contains orbital angular momenta no larger than $n$. A wave with given $L$ therefore first appears at degree $L$, and its amplitude starts as $|\mathbf p|^L\propto\beta^L$. Squaring gives $\beta^{2L}$. Two-body phase space, computed below, adds one power:
\begin{equation}
\Gamma\propto\beta^{2L+1}\qquad(\beta\to0).
\label{threshold}
\end{equation}
This gives $\beta^3$ for $^3P_0$ and $\beta$ for $^1S_0$. Two conditions enter: the amplitude must be smooth at $\mathbf p=0$, and its leading coefficient must not vanish. A long-range force between the outgoing particles can violate the first and is absent at tree level. For charged fermions the Coulomb attraction is such a force. With unit charge it multiplies the $S$-wave width by $X/(1-e^{-X})$, $X=\pi\alpha/\beta$, in the nonrelativistic limit. This is about 1.12 at $\beta=0.1$, with nearly the same factor for the $P$ wave there, and for $\beta\ll\alpha$ both widths tend to constants. Moreover, the tree result is the width of the resonance only while $\Gamma\ll M-2m$. For the pseudoscalar $\Gamma_P/(M-2m)\approx g^2/(4\pi\beta)$ at small $\beta$, so $\beta$ must stay well above $g^2/(4\pi)$. The argument says nothing about $\beta$ of order one.

\section{The widths from the traces}

Let $p_1$ and $p_2$ be the four-momenta of fermion and antifermion. Apart from an overall phase the amplitude is $\mathcal M=g\,\bar u(p_1)\,\mathcal V\,v(p_2)$ with $\mathcal V=1$ or $\mathcal V=i\gamma_5$. Its complex conjugate is $g\,\bar v\,\overline{\mathcal V}\,u$ with $\overline{\mathcal V}=\gamma^0\mathcal V^\dagger\gamma^0$. With the normalization $u^\dagger u=v^\dagger v=2E$ the spin sums are
\begin{equation}
\sum u\bar u=\slashed p_1+m,\qquad \sum v\bar v=\slashed p_2-m .
\end{equation}

For the scalar, $\overline{\mathcal V}=1$. Traces of a single gamma matrix vanish, $\mathrm{Tr}\,\slashed p_1\slashed p_2=4p_1\!\cdot p_2$ and $\mathrm{Tr}\,1=4$, so
\begin{align}
\sum|\mathcal M_S|^2
&=g^2\,\mathrm{Tr}\big[(\slashed p_1+m)(\slashed p_2-m)\big]\nonumber\\
&=4g^2\,(p_1\!\cdot p_2-m^2).
\label{traceS}
\end{align}

For the pseudoscalar, $\gamma_5^\dagger=\gamma_5$ and $\gamma^0\gamma_5\gamma^0=-\gamma_5$ give $\overline{\mathcal V}=-i\gamma^0\gamma_5\gamma^0=i\gamma_5$. The two factors $i$ produce a minus sign. Then $\gamma_5\slashed p_2\gamma_5=-\slashed p_2$ while $\gamma_5m\gamma_5=m$:
\begin{align}
\sum|\mathcal M_P|^2
&=-g^2\,\mathrm{Tr}\big[(\slashed p_1+m)\gamma_5(\slashed p_2-m)\gamma_5\big]\nonumber\\
&=-g^2\,\mathrm{Tr}\big[(\slashed p_1+m)(-\slashed p_2-m)\big]\nonumber\\
&=4g^2\,(p_1\!\cdot p_2+m^2).
\label{traceP}
\end{align}
The results differ in the sign of $m^2$. Squaring $p_1+p_2$ gives $M^2=2m^2+2p_1\!\cdot p_2$, so $p_1\!\cdot p_2=M^2/2-m^2$ and
\begin{align}
\sum|\mathcal M_S|^2&=4g^2\Big(\frac{M^2}{2}-2m^2\Big)=2g^2M^2\beta^2,\label{MS}\\
\sum|\mathcal M_P|^2&=4g^2\,\frac{M^2}{2}=2g^2M^2.\label{MP}
\end{align}
At threshold $p_1\!\cdot p_2=m^2$. The scalar trace cancels there and the pseudoscalar trace does not.

The width is $\Gamma=\Phi_2\sum|\mathcal M|^2/(2M)$, because the squared amplitudes do not depend on direction. The phase space is
\begin{equation}
\Phi_2=\int\!\frac{d^3p_1}{(2\pi)^32E_1}\frac{d^3p_2}{(2\pi)^32E_2}\,(2\pi)^4\delta^4(q-p_1-p_2),
\end{equation}
with $q=(M,\mathbf 0)$. The momentum delta function sets $\mathbf p_2=-\mathbf p_1$ and $E_1=E_2=E$. The angles give $4\pi$, and $|\mathbf p|\,d|\mathbf p|=E\,dE$:
\begin{align}
\Phi_2&=\frac{4\pi}{(2\pi)^2}\int\frac{|\mathbf p|^2d|\mathbf p|}{4E^2}\,\delta(M-2E)\nonumber\\
&=\frac1{4\pi}\int dE\,\frac{|\mathbf p|}{E}\,\delta(M-2E)=\frac{\beta}{8\pi}.
\label{phase}
\end{align}
The last step uses $\delta(M-2E)=\tfrac12\delta(E-M/2)$. Multiplying (\ref{MS}) and (\ref{MP}) by $\beta/(16\pi M)$ gives (\ref{widths}). Two of the three powers in $\Gamma_S$ come from the amplitude and one from phase space.

\section{The two waves inside the amplitudes}

The trace sums over spins and hides the pair state. Explicit spinors show it. In the Dirac representation $\gamma^0=\mathrm{diag}(1,-1)$ in $2\times2$ blocks, and $\gamma_5$ exchanges the upper and lower blocks. Let the fermion have momentum $\mathbf p$ and the antifermion $-\mathbf p$. The equations $(\slashed p_1-m)u=0$ and $(\slashed p_2+m)v=0$ are solved by
\begin{equation}
u=N\begin{pmatrix}\xi\\[2pt] \dfrac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\,\xi\end{pmatrix},\qquad
v=N\begin{pmatrix}-\dfrac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\,\eta\\[6pt] \eta\end{pmatrix},
\end{equation}
with $N=\sqrt{E+m}$ and $\xi$, $\eta$ of unit length. Reversing $\mathbf p$ changes the sign of the small components, which confirms (\ref{gamma0}).

For the scalar, $\gamma^0$ changes the sign of the lower block of $v$:
\begin{align}
\bar uv&=N^2\Big[-\xi^\dagger\frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\eta
-\xi^\dagger\frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\eta\Big]\nonumber\\
&=-2\,\xi^\dagger(\boldsymbol\sigma\cdot\mathbf p)\,\eta .
\label{ampS}
\end{align}
For the pseudoscalar, $\gamma_5$ exchanges the blocks of $v$ and $\gamma^0$ then changes the sign of the lower one. With $(\boldsymbol\sigma\cdot\mathbf p)^2=\mathbf p^2=(E-m)(E+m)$,
\begin{align}
\bar u\gamma_5v&=N^2\Big[1+\frac{\mathbf p^2}{(E+m)^2}\Big]\xi^\dagger\eta\nonumber\\
&=\big[(E+m)+(E-m)\big]\xi^\dagger\eta=M\,\xi^\dagger\eta .
\label{ampP}
\end{align}

At rest $u$ has upper components alone and $v$ lower ones alone. The scalar coupling joins upper to upper and lower to lower, so it finds nothing to join until motion mixes the blocks. The pseudoscalar coupling joins upper to lower and acts already at rest.

The spinor $\eta$ is not yet the spin state $\chi$ of the antifermion. Since $v$ accompanies a creation operator, it contains $\chi^*$, in the combination $\eta=i\sigma_2\chi^*$. This rotates properly: for a rotation matrix $U$ of spin one half, $i\sigma_2U^*=U\,i\sigma_2$, so $\chi\to U\chi$ implies $\eta\to U\eta$. The spins $\xi$ and $\chi$ refer to the rest frame of each particle.

The matrix in $\xi^\dagger(i\sigma_2)\chi^*$ is antisymmetric, and the pair spin state is $\uparrow\downarrow-\downarrow\uparrow$, the singlet. Its amplitude does not depend on the direction of $\mathbf p$. This is $^1S_0$. The matrices $\sigma_j\,i\sigma_2$ in the scalar amplitude are symmetric, which means $S=1$. They are multiplied by one power of the vector $\mathbf p$, which means $L=1$, and the scalar product $\boldsymbol\sigma\cdot\mathbf p$ combines the two to $J=0$. This is $^3P_0$. Equations (\ref{ampS}) and (\ref{ampP}) contain no expansion in $\beta$, so with these spin labels the assignment holds at every speed.

Summing over both spins returns the traces. The scalar gives $4g^2\,\mathrm{Tr}(\boldsymbol\sigma\cdot\mathbf p)^2=8g^2\mathbf p^2=2g^2M^2\beta^2$, and the pseudoscalar gives $g^2M^2\,\mathrm{Tr}\,1=2g^2M^2$.

\section{How large the difference is}

Take the round model values $M=100$ GeV, $m=40$ GeV and $g=0.1$. Then $\beta=\sqrt{1-6400/10000}=0.6$, each fermion has energy 50 GeV and momentum 30 GeV, and $p_1\!\cdot p_2=5000-1600=3400$ GeV$^2$. The squared amplitudes are
\begin{align}
\sum|\mathcal M_S|^2&=0.01\times4\,(3400-1600)=72\ \text{GeV}^2,\\
\sum|\mathcal M_P|^2&=0.01\times4\,(3400+1600)=200\ \text{GeV}^2.
\end{align}
With $\Phi_2=0.6/(8\pi)=0.02387$ and $2M=200$ GeV,
\begin{equation}
\Gamma_S=\frac{72\times0.02387}{200}\ \text{GeV}=8.59\ \text{MeV},\qquad
\Gamma_P=23.87\ \text{MeV}.
\end{equation}
If this is the sole decay, the lifetimes $\hbar/\Gamma$ are $7.66\times10^{-23}$ s and $2.76\times10^{-23}$ s. The width ratio is $\beta^2=0.36$.

The next table varies $m$ at fixed $M$ and $g$. Widths are in MeV. The last column belongs to the derivative coupling discussed below.
\begin{center}
\begin{tabular}{cccc}
$\beta$ & $\Gamma_S$ & $\Gamma_P$ & $\Gamma_D$\\
0.1 & 0.040 & 3.98 & 3.94\\
0.3 & 1.07 & 11.94 & 10.86\\
0.6 & 8.59 & 23.87 & 15.28\\
0.9 & 29.01 & 35.81 & 6.80
\end{tabular}
\end{center}
At $\beta=0.1$ the scalar is slower by a factor of 100. At $\beta=0.9$ it has 81 per cent of the pseudoscalar width. For $m\to0$ both widths tend to $g^2M/(8\pi)$, since the term $m^2$ that distinguishes the traces disappears.

\section{Where the simple powers fail}

\subsection{A pseudoscalar with a derivative coupling}

Replace the pseudoscalar coupling by $(g/M)\,\partial_\mu\phi\,\bar\psi\gamma^\mu\gamma_5\psi$. Parity and the final state $^1S_0$ are unchanged. Up to a phase the amplitude is $(g/M)\,\bar u\,\slashed q\gamma_5v$ with $q=p_1+p_2$. The Dirac equation gives $\bar u\slashed p_1=m\bar u$ and $\slashed p_2v=-mv$, and $\gamma_5$ anticommutes with $\slashed p_2$, so
\begin{align}
\bar u(\slashed p_1+\slashed p_2)\gamma_5v
&=m\,\bar u\gamma_5v-\bar u\gamma_5\slashed p_2v\nonumber\\
&=2m\,\bar u\gamma_5v .
\end{align}
Compared with the earlier pseudoscalar the amplitude carries the factor $2m/M=\sqrt{1-\beta^2}$, and
\begin{equation}
\Gamma_D=\frac{g^2M}{8\pi}\,\beta\,(1-\beta^2).
\end{equation}
The threshold power is still one, as (\ref{threshold}) requires. Away from threshold the local exponent is
\begin{equation}
\frac{d\ln\Gamma_D}{d\ln\beta}=1-\frac{2\beta^2}{1-\beta^2}.
\end{equation}
It vanishes at $\beta^2=1/3$, where the width is largest. At $\beta=0.6$ it is $1-0.72/0.64=-0.125$, so the width already falls with increasing speed. Parity fixes the start of the curve, and the coupling fixes the rest.

The corresponding scalar coupling, $(g/M)\,\partial_\mu\phi\,\bar\psi\gamma^\mu\psi$, gives no decay into this pair at any speed. Its amplitude contains $\bar u(\slashed p_1+\slashed p_2)v=(m-m)\bar uv=0$. Rotation invariance and parity would allow $^3P_0$, but charge conjugation, the exchange of particles and antiparticles, forbids it here. The current $\bar\psi\gamma^\mu\psi$ is odd under this exchange, so $\phi$ must be odd as well, whereas the $^3P_0$ pair is even.

\subsection{A coupling that violates parity}

Now let the vertex be $g_S+ig_P\gamma_5$ with both constants real. The interference terms in the spin sum are traces of $\gamma_5$ with at most two gamma matrices, and these vanish. Therefore
\begin{equation}
\Gamma=\frac{M}{8\pi}\big(g_S^2\beta^3+g_P^2\beta\big).
\label{mixed}
\end{equation}
Any nonzero $g_P$ opens the $S$ wave, which dominates for $\beta<|g_P/g_S|$. Rotation invariance alone thus does not protect the cubic law; parity does. With $r=g_P/g_S$ the local exponent follows from (\ref{mixed}):
\begin{equation}
\frac{d\ln\Gamma}{d\ln\beta}=\frac{3\beta^2+r^2}{\beta^2+r^2}=1+\frac{2\beta^2}{\beta^2+r^2}.
\end{equation}
For $g_S=0.1$ and $g_P=0.01$ the two waves contribute equally at $\beta=0.1$. The exponent is 2.95 at $\beta=0.6$ and 1.02 at $\beta=0.01$. Widths measured only well above threshold would follow nearly the scalar power, although the tree-level threshold power is one.

\subsection{What is held fixed}

If $g$ is proportional to $m$, then at fixed $M$ the factor $g^2\propto m^2=M^2(1-\beta^2)/4$ multiplies both laws. If $m$ and $g$ are fixed and $M$ is varied, the prefactor becomes $M=2m/\sqrt{1-\beta^2}$. Both factors tend to constants for $\beta\to0$, so the threshold powers survive and the curves at larger $\beta$ change.

\section{Reading the parity from data}

One measured width does not determine the parity when the coupling is unknown. A scalar with coupling $g$ has the same width as a pseudoscalar with coupling $g\beta$: in the example, 8.59 MeV fits a scalar with $g=0.1$ and a pseudoscalar with $g=0.06$ equally well. Comparing decays to two fermion species helps if the parent has definite parity and both the form of the couplings and the ratio of their constants are known. One then divides out the couplings, and any known factors from the previous section, before reading off the power of $\beta$.

The spins of the pair give the parity at a single value of $\beta$. Choose $z$ along $\mathbf p$. With $x=\beta g_S$ and $y=g_P$, equations (\ref{ampS}) and (\ref{ampP}) give the spin state
\begin{equation}
a\,|\!\uparrow\downarrow\rangle+b\,|\!\downarrow\uparrow\rangle,\qquad a=-x+iy,\quad b=-x-iy,
\end{equation}
up to the common factor $M$. The product of the two spin components along a transverse axis, in units of $\hbar^2/4$, is the operator $\sigma_x\otimes\sigma_x$, which exchanges the two terms. Its mean value is
\begin{equation}
C_{xx}=\frac{a^*b+b^*a}{|a|^2+|b|^2}=\frac{\beta^2g_S^2-g_P^2}{\beta^2g_S^2+g_P^2},
\end{equation}
because $a^*b=(x+iy)^2$ has real part $x^2-y^2$. A pure scalar gives $+1$ and a pure pseudoscalar $-1$, whatever the size of the coupling. The spins along $\mathbf p$ do not help: both terms have opposite spins, and $|a|=|b|$. Where transverse spin correlations can be reconstructed, they separate the two parities even at large $\beta$, where the widths become nearly equal.
